# High-energy singlet-to-triplet excitation of helium in the Born-Ochkur approximation

**Q.** A fast electron is supposed to lift helium from the singlet $1s^2$ to the triplet $1s2s$. The Coulomb interaction does not touch spin. Why is the first-order amplitude not simply zero?

**A.** The direct amplitude is zero. What remains is exchange: the incident electron is captured into the atom and an atomic electron leaves. Let me fix the setting. The electrons are nonrelativistic, the nucleus is fixed, and I use atomic units, so the incident energy is $E=k^2/2$. The outgoing wave vector is $\mathbf k'$, the excitation energy is $\omega$, and $k^2-k'^2=2\omega$. The normalized real spatial functions are $\Psi_s(\mathbf r_1,\mathbf r_2)$, symmetric, and $\Psi_t(\mathbf r_1,\mathbf r_2)$, antisymmetric.

Label the incident electron 0, with spin $\alpha$. The antisymmetrized initial state contributes the unpermuted term minus the exchanges $0\leftrightarrow1$ and $0\leftrightarrow2$. The unpermuted term contains the overlap of a singlet with a triplet spin function, which vanishes. With the singlet $(\alpha_1\beta_2-\beta_1\alpha_2)/\sqrt2$, the first exchange gives the spin function

$$\frac{(\alpha_0\beta_2-\beta_0\alpha_2)\,\alpha_1}{\sqrt2}.$$

Its overlap with $\alpha_0(\alpha_1\beta_2+\beta_1\alpha_2)/\sqrt2$ is $1/2$, and with $\beta_0\alpha_1\alpha_2$ it is $-1/\sqrt2$.

**Q.** The second exchange has the opposite spin overlaps. Do the two not cancel?

**A.** The spin overlaps do change sign, but so does the spatial integral, because relabelling $1\leftrightarrow2$ reverses $\Psi_t$. The two terms therefore add. If $g$ is the spatial amplitude of one exchange, the two final spin states have amplitudes $-g$ and $+\sqrt2\,g$. Their squares sum to $3|g|^2$, so

$$\frac{d\sigma}{d\Omega}=3\,\frac{k'}{k}\,|g|^2 .$$

As a test, three-electron states were built explicitly, with random target functions and a random spin-independent interaction. The summed squares divided by $g^2$ came out as 3.000000.

**Q.** Now $g$ itself. Where does the Ochkur amplitude come from?

**A.** From the repulsion between the electron that arrives and the one that leaves. After exchange, electron 0 is bound and electron 1 is free:

$$g=-\frac1{2\pi}\int \Psi_t(\mathbf r_0,\mathbf r_2)\,e^{-i\mathbf k'\cdot\mathbf r_1}\,\frac1{r_{01}}\,e^{i\mathbf k\cdot\mathbf r_0}\,\Psi_s(\mathbf r_1,\mathbf r_2)\,d^3r_0\,d^3r_1\,d^3r_2 .$$

Insert

$$\frac1{r_{01}}=\frac1{2\pi^2}\int\frac{d^3p}{p^2}\,e^{-i\mathbf p\cdot(\mathbf r_0-\mathbf r_1)},$$

and put $\mathbf p=\mathbf k-\mathbf s$ and $\mathbf q=\mathbf k-\mathbf k'$. The phases become $e^{i\mathbf s\cdot\mathbf r_0}$ and $e^{i(\mathbf q-\mathbf s)\cdot\mathbf r_1}$, so

$$g=-\frac1{4\pi^3}\int\frac{d^3s}{|\mathbf k-\mathbf s|^2}\int\Psi_t(\mathbf r_0,\mathbf r_2)\,e^{i\mathbf s\cdot\mathbf r_0}e^{i(\mathbf q-\mathbf s)\cdot\mathbf r_1}\Psi_s(\mathbf r_1,\mathbf r_2)\,d^3r_0\,d^3r_1\,d^3r_2 .$$

Here $\mathbf s$ is a momentum supplied by the bound states. It is mostly of order one, while $k$ is large. Replacing $|\mathbf k-\mathbf s|^{-2}$ by $k^{-2}$ leaves $\int d^3s\,e^{i\mathbf s\cdot(\mathbf r_0-\mathbf r_1)}=(2\pi)^3\delta(\mathbf r_0-\mathbf r_1)$. Since $8\pi^3/4\pi^3=2$,

$$g\simeq-\frac{2}{k^2}F(q),\qquad F(q)=\int\Psi_t(\mathbf r_1,\mathbf r_2)\,e^{i\mathbf q\cdot\mathbf r_1}\,\Psi_s(\mathbf r_1,\mathbf r_2)\,d^3r_1\,d^3r_2 .$$

The factor $1/k^2$ says that the repulsion must transfer nearly the whole incident momentum from one electron to the other.

**Q.** The first neglected term is $2\mathbf k\cdot\mathbf s/k^4$. Relative to $1/k^2$ that is only $1/k$ smaller. Does it spoil the approach?

**A.** Its size is reduced by symmetry. Acting on $e^{i\mathbf s\cdot\mathbf r_0}$, the factor $\mathbf s$ is $-i\nabla_0$. Integration by parts moves the gradient to $\Psi_t$, and the term becomes proportional to

$$\frac{2}{k^4}\,\mathbf k\cdot\mathbf V,\qquad \mathbf V=i\int(\nabla_1\Psi_t)\,e^{i\mathbf q\cdot\mathbf r_1}\Psi_s\,d^3r_1\,d^3r_2 .$$

Both atomic states have zero orbital angular momentum, so $\mathbf V$ can point only along $\mathbf q$. From $k'^2=k^2-2\mathbf k\cdot\mathbf q+q^2$ follows $2\mathbf k\cdot\mathbf q=q^2+2\omega$, which does not grow with $k$. The linear term is thus smaller than the main one by $1/k^2$, as is the quadratic term. In this expansion the integrated cross section has a relative correction of order $1/E$. This is an expansion in bound momenta, not a rigorous bound on the remainder, so it needs the numerical comparison below.

**Q.** You also dropped the nucleus and the spectator electron.

**A.** Those core terms, $-2/r_0+1/r_{02}$, survive exchange because plane waves are not orthogonal to bound orbitals. In an orbital model the departing electron must then find momentum $k'$ in its old orbital, whose cusp gives an amplitude $\propto k^{-4}$. The captured electron supplies the transform of a function behaving as $1/r$ at the nucleus, $\propto k^{-2}$. The core amplitude therefore falls as $k^{-6}$, against $k^{-2}$ for the main amplitude at fixed $q$. Interference changes the cross section by a relative amount of order $k^{-4}$. In the helium model below, $k^6$ times this amplitude changes by 1.0% between $k=30$ and $k=60$.

**Q.** Then integrate over angles. What power of the energy results?

**A.** From $q^2=k^2+k'^2-2kk'\cos\theta$ we have $q\,dq=kk'\sin\theta\,d\theta$, hence $d\Omega=2\pi q\,dq/(kk')$. Therefore

$$\sigma=3\,\frac{k'}{k}\,\frac{4}{k^4}\,\frac{2\pi}{kk'}\int_{k-k'}^{k+k'}q\,|F|^2dq=\frac{24\pi}{k^6}\int_{k-k'}^{k+k'}q\,|F(q)|^2dq .$$

At high energy the lower limit $k-k'=2\omega/(k+k')$ tends to zero and the upper one to infinity. If

$$L=\int_0^\infty q\,|F(q)|^2dq$$

is finite and nonzero, then with $k^6=8E^3$

$$\sigma\;\longrightarrow\;\frac{24\pi L}{8E^3}=\frac{3\pi L}{E^3},$$

or $3\pi L\,a_0^4\,(E_h/E)^3$ with units restored, $L$ having the unit $a_0^{-2}$. This is the inverse cube. Four of the six powers of $k$ come from the squared Ochkur factor. The other two come from the solid angle: the contributing $q$ stay fixed, so the angles shrink as $q/k$.

**Q.** Everything hangs on $L$. Could it diverge at small $q$, or vanish?

**A.** At $q=0$, $F$ is the overlap of an antisymmetric with a symmetric function, so $F(0)=0$. For two S states $F$ is even in $q$, and it starts as $q^2$. The large-$q$ behaviour is easiest to see in an explicit model. Take

$$\Psi_s=u(1)u(2),\qquad \Psi_t=\frac{v(1)w(2)-w(1)v(2)}{\sqrt{2(1-\langle v|w\rangle^2)}},$$

with normalized $u\propto e^{-\zeta r}$, $v\propto e^{-\alpha r}$ and $w\propto re^{-\beta r}$. Integrating over electron 2 gives

$$F=\frac{\langle v|e^{i\mathbf q\cdot\mathbf r}|u\rangle\langle w|u\rangle-\langle w|e^{i\mathbf q\cdot\mathbf r}|u\rangle\langle v|u\rangle}{\sqrt{2(1-\langle v|w\rangle^2)}} .$$

Let $a=\alpha+\zeta$ and $b=\beta+\zeta$. The first transform is

$$\int e^{i\mathbf q\cdot\mathbf r}e^{-ar}d^3r=\frac{8\pi a}{(a^2+q^2)^2},$$

which is $a^4/(a^2+q^2)^2$ times its value at $q=0$. The second follows from $-d/db$:

$$\int e^{i\mathbf q\cdot\mathbf r}re^{-br}d^3r=-\frac{d}{db}\frac{8\pi b}{(b^2+q^2)^2}=\frac{8\pi(3b^2-q^2)}{(b^2+q^2)^3},$$

with value $24\pi/b^4$ at $q=0$. At $q=0$ each matrix element is an overlap, so a common factor emerges:

$$F=G\left[\frac{a^4}{(a^2+q^2)^2}-\frac{b^4(3b^2-q^2)}{3(b^2+q^2)^3}\right],\qquad G=\frac{\langle v|u\rangle\langle w|u\rangle}{\sqrt{2(1-\langle v|w\rangle^2)}} .$$

At small $q$ the two fractions are $1-2q^2/a^2$ and $1-10q^2/(3b^2)$. At large $q$ they are $a^4/q^4$ and $-b^4/(3q^4)$. Hence

$$F\simeq F_2q^2,\quad F_2=G\left(\frac{10}{3b^2}-\frac2{a^2}\right);\qquad F\simeq\frac{F_\infty}{q^4},\quad F_\infty=G\left(a^4+\frac{b^4}{3}\right).$$

The integrand of $L$ goes as $q^5$ at one end and $q^{-7}$ at the other. $L$ is finite, and it is positive because $G\neq0$.

**Q.** How soon is the limit reached?

**A.** The missing ends of the integral answer that within the Ochkur formula. With $k-k'\simeq\omega/k$ and $k+k'\simeq2k$, they are

$$\int_0^{\omega/k}F_2^2q^5dq=\frac{F_2^2\omega^6}{6k^6},\qquad \int_{2k}^\infty\frac{F_\infty^2}{q^7}dq=\frac{F_\infty^2}{384\,k^6}.$$

Relative to the inverse-cube law the deficit is therefore

$$\frac{F_2^2\omega^6+F_\infty^2/64}{6Lk^6},$$

which is itself of order $E^{-3}$. At $k=100$ each end, integrated numerically, agreed with its formula within 1%.

**Q.** Put in helium.

**A.** Minimizing the energy of each model state gives $\zeta=27/16=1.6875$, $\alpha=1.994$ and $\beta=0.565$, so $a=3.682$ and $b=2.252$. The overlaps are $\langle v|u\rangle=0.9896$, $\langle w|u\rangle=0.2829$ and $\langle v|w\rangle=0.2181$, and

$$G=\frac{0.9896\times0.2829}{\sqrt{2(1-0.2181^2)}}=0.203 .$$

Numerical integration gives $L=0.0503\,a_0^{-2}$, so $3\pi L=0.474\,a_0^{-2}$ and

$$\sigma\simeq0.474\,a_0^2\left(\frac{E_h}{E}\right)^3=\frac{2.68\times10^{-13}\ \mathrm{cm^2\,eV^3}}{E^3}.$$

For the integration limits I take $\omega=0.727\,E_h$, or 19.8 eV, from a configuration-interaction calculation in a finite s, p, d Gaussian basis. The Ochkur cross sections are:

| $E$ (eV) | $\sigma$ (cm²) | $\sigma$/law | local exponent |
|---|---|---|---|
| 100 | $2.47\times10^{-19}$ | 0.923 | 2.82 |
| 200 | $3.29\times10^{-20}$ | 0.985 | 2.96 |
| 500 | $2.14\times10^{-21}$ | 0.9987 | 2.996 |
| 1000 | $2.68\times10^{-22}$ | 0.9998 | 2.999 |

The local exponent is $-d\ln\sigma/d\ln E$. With $F_2=0.103$ and $F_\infty=39.0$, the upper end dominates the deficit, which is about $79/k^6$. At 1000 eV, where $k=8.57$, this predicts $2.0\times10^{-4}$; the full integral gives $1.8\times10^{-4}$. At 100 eV it predicts 0.20 instead of 0.077, because $k+k'=5.1$ is not yet large compared with $a$.

**Q.** An exponent of 2.96 at 200 eV looks like success. Should I trust the inverse cube there?

**A.** As a property of the Ochkur formula, yes. As a property of first-order exchange, no. I kept the same model orbitals and evaluated the complete first-order exchange amplitude in its prior form, in which the interaction is that of the incident electron with the undisturbed atom. Its cross section divided by the Ochkur one is 4.6 at 100 eV, 1.32 at 200 eV, 0.86 at 500 eV and 0.98 at 1000 eV. Combined with the table, this gives average exponents of 4.7 between 100 and 200 eV, 3.5 between 200 and 500 eV, and 2.8 between 500 and 1000 eV.

The approach is not monotonic. At these energies the core terms are not yet small, despite their higher order in $1/k$: at 500 eV the electron-electron term alone gives 1.43 times the Ochkur cross section, and the core terms pull the total down to 0.86. At $500\,E_h$ the ratio exceeds one by 0.0099, and at $2000\,E_h$ by 0.0027. The excess falls by a factor of 3.6 for a fourfold energy, close to the factor 4 of a $1/E$ correction. Those two energies test the mathematics of the nonrelativistic expressions; relativity would matter there. Nor is the complete first-order result the true cross section: with plane waves and approximate bound states it has errors of its own, so the ratio 4.6 is a warning about first-order theory at 100 eV, not a correction factor.

**Q.** And the wave functions?

**A.** They affect the coefficient. The configuration-interaction functions give $L=0.0749\,a_0^{-2}$, larger than the model value by 49%, and a coefficient of $3.98\times10^{-13}\ \mathrm{cm^2\,eV^3}$. The third digit depends on the basis: functions containing $r_{12}$ explicitly give $0.0747\,a_0^{-2}$ and $3.97\times10^{-13}$, about 0.3% lower. The energies would not have warned you so strongly: the model triplet has $-2.1725\,E_h$ against $-2.1752\,E_h$, and the model singlet $-2.848\,E_h$ against $-2.903\,E_h$. The increase comes from the better singlet, which alone raises $L$ by about 58%; the better triplet alone lowers it by about 9%. In the model $L\propto G^2$ at fixed $a$ and $b$, so an error in the small overlap $\langle w|u\rangle$ enters squared. That is only part of the change: the shape of the form factor and the correlation between the two electrons matter too.

**Q.** Would a spin-allowed excitation fall just as fast?

**A.** No. For $1s^2\to1s2s$ singlet, the direct Born amplitude is $-2F_d/q^2$, where $F_d$ contains both electrons' phase factors and starts as $q^2$. The same change of variable gives

$$\sigma_d=\frac{k'}{k}\,\frac{2\pi}{kk'}\int\frac{4|F_d|^2}{q^4}\,q\,dq=\frac{8\pi}{k^2}\int\frac{|F_d|^2}{q^3}\,dq\;\propto\;\frac1E ,$$

because the integral converges at both ends. In these leading approximations the triplet-to-singlet ratio falls as $E^{-2}$. The difference is the momentum carried by the repulsion: $q$ in direct scattering, nearly $k$ in exchange.

**Q.** Does any of this matter in a helium discharge?

**A.** Take 50 mTorr, 300 K, a 5 cm gap and 500 eV electrons accelerated in a sheath. These are rough values for a low-pressure processing discharge, with a sheath voltage on the high side. The gas density is $1.61\times10^{15}\ \mathrm{cm^{-3}}$, so the mean free path for this excitation is

$$\frac{1}{(1.61\times10^{15})(2.14\times10^{-21})}\ \mathrm{cm}=2.9\times10^5\ \mathrm{cm},$$

about 2.9 km. The probability per straight crossing is $5/(2.9\times10^5)=1.7\times10^{-5}$, or $2.6\times10^{-5}$ if the better $L$ is used. Electrons in a real discharge do not all have one energy. At 100 eV the same Ochkur formula gives a cross section 115 times larger, and hence a probability of $2.0\times10^{-3}$, though the formula is doubtful there. A production rate of triplet helium needs the whole electron energy distribution and cross sections valid down to threshold, which this law does not supply.

**Q.** So what exactly may I claim at 500 eV?

**A.** That, for the model wave functions, the Born-Ochkur cross section lies within 0.2% of its own inverse-cube limit. The physical uncertainty is far larger. The wave functions move the coefficient by 49%, and the complete first-order cross section, in its prior form and with the model orbitals, lies 14% below the Ochkur one. Because the bound states are approximate, the post form, in which the interaction is that of the departing electron with the atom it leaves behind, gives a different figure, 11% below; at 200 eV the two forms differ far more, with ratios to the Ochkur value of 2.0 (post) and 1.32 (prior). Second-order amplitudes are not computed here. The Coulomb parameter of the helium nucleus is $2/k=0.33$, so they need not be small at this energy, and they can enter the cross section through interference. Whether such terms alter the final power at still higher energies is not settled by a first-order derivation. Relativity is minor here, with $(v/c)^2=0.002$. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
spin factor from three-electron states: 3.000000
exponents zeta, alpha, beta: 1.6875 1.9943 0.5647 1/bohr
a, b: 3.6818 2.2522 1/bohr
overlaps <v|u>, <w|u>, <v|w>: 0.98960 0.28293 0.21810
model energies singlet, triplet: -2.84766 -2.17250 Eh
CI energies singlet, triplet: -2.90251 -2.17516 Eh
CI excitation energy omega: 0.72735 Eh
CI excitation energy omega: 19.792 eV
G: 0.20287
F2 (small q): 0.10338 bohr^2;  Finf (large q): 39.019 bohr^-4
F at q = 0.5 1/bohr: 0.022868
F at q = 1.0 1/bohr: 0.065476
F at q = 2.0 1/bohr: 0.094817
F at q = 4.0 1/bohr: 0.042821
L, Slater model: 0.050318 bohr^-2
L, CI: 0.074878 bohr^-2;  ratio CI/model: 1.4881
3 pi L, model: 0.47423 (atomic units)
law coefficient sigma*E^3, model: 2.6757e-13 cm^2 eV^3
law coefficient sigma*E^3, CI: 3.9818e-13 cm^2 eV^3
E = 100 eV: k = 2.7111, qmin = 0.2831, qmax = 5.1391 1/bohr
  sigma Ochkur = 2.4690e-19 cm^2, law = 2.6757e-19 cm^2
  Ochkur/law = 0.922719, exponent = 2.81756, first-order/Ochkur = 4.6257
E = 200 eV: k = 3.8340, qmin = 0.1947, qmax = 7.4734 1/bohr
  sigma Ochkur = 3.2946e-20 cm^2, law = 3.3447e-20 cm^2
  Ochkur/law = 0.985030, exponent = 2.96152, first-order/Ochkur = 1.3167
E = 500 eV: k = 6.0621, qmin = 0.1212, qmax = 12.0030 1/bohr
  sigma Ochkur = 2.1378e-21 cm^2, law = 2.1406e-21 cm^2
  Ochkur/law = 0.998715, exponent = 2.99640, first-order/Ochkur = 0.8584
E = 1000 eV: k = 8.5731, qmin = 0.0853, qmax = 17.0610 1/bohr
  sigma Ochkur = 2.6753e-22 cm^2, law = 2.6757e-22 cm^2
  Ochkur/law = 0.999822, exponent = 2.99948, first-order/Ochkur = 0.9775
first-order/Ochkur - 1 at 500 Eh: 9.8751e-03
first-order/Ochkur - 1 at 2000 Eh: 2.7318e-03
core amplitude times k^6, k=60 over k=30: 1.0098
discharge: 50 mTorr, 300 K, gap 5 cm, electrons 500 eV
helium density: 1.6094e+15 cm^-3
mean free path for this excitation: 2.9064e+05 cm
probability per crossing: 1.7203e-05
Coulomb parameter 1/k at 500 eV: 0.1650
(v/c)^2 at 500 eV: 1.9541e-03
```
